# Safe Read Voltages of a Complementary Resistive Switch, part 2

A complementary resistive switch is two bipolar cells, A and B, in antiseries. We seek one read voltage that is safe for every device in a crossbar. State 0 is (A high, B low), state 1 is (low, high), and ON is (low, low). The low resistances are \(L_A\) and \(L_B\), both \(R_L\) for matched cells; the high one is \(R_H\), and the wires add \(R_s\).

Positive applied voltage \(V\) drives A towards low resistance (SET) and B towards high resistance (RESET). In its own polarity, a cell begins to set at \(V_{\rm set}\), continues while its voltage is at least \(V_c\), and resets at \(-V_{\rm reset}\) or below. These thresholds are sharp, and the low and high values are fixed ends. Once begun at fixed \(V\), a reset runs to \(R_H\).

A read is safe if it takes state 0 fully to ON without B beginning to reset, and leaves state 1 unchanged. This holds if and only if \(\max\{V_{\rm start},V_{\rm full}\}\le V<V_{\rm up}\), where

\[
V_{\rm start}=V_{\rm set}\left(1+\frac{L_B+R_s}{R_H}\right), \tag{2}
\]
\[
V_{\rm full}=V_c\left(1+\frac{L_B+R_s}{L_A}\right), \tag{3}
\]
\[
V_{\rm up}=V_{\rm reset}\left(1+\frac{L_A+R_s}{L_B}\right). \tag{6}
\]

For matched cells with \(R_s=0\), \(R_L/R_H\to0\) and \(V_c\le V_{\rm set}/2\), this becomes \(V_{\rm set}<V<2V_{\rm reset}\). If A could set below its low value, B would begin to reset at \(V=V_c+V_{\rm reset}(1+R_s/L_B)\).

**Lemma 1.** For matched ohmic cells, \(L_A=L_B=R_L\), states 0 and 1 carry the same current at any voltage that switches neither. This extends to cells with odd current–voltage curves.

The array has \(N\times N\) devices and wire resistance \(r_w\) per pitch. The farthest device has \(R_{s,\max}=2Nr_w\); the nearest is given \(R_s=0\).

The example uses \(V_{\rm set}=1.00\) V, \(V_c=0.55\) V, \(V_{\rm reset}=0.80\) V, \(R_L=10\) kΩ, \(R_H=1000\) kΩ, \(N=100\) and \(r_w=5\) Ω. The first of the two facts that opened the text is that a cell that begins to reset at 0.80 V keeps its low resistance while 1.342 V is held across the device.

**Proposition 1.** Without leakage, and with identical cells, a common read voltage is safe for every device if \(V_{\rm lo}\le V<V_{\rm hi}\), where

\[
V_{\rm lo}=\max\{V_{\rm start},V_{\rm full}\}_{R_s=R_{s,\max}},\qquad V_{\rm hi}=2V_{\rm reset}. \tag{11}
\]

*Proof.* All three thresholds grow with \(R_s\). The largest lower bound therefore belongs to the farthest device, and the smallest upper bound to \(R_s=0\). ∎

Suppose each bound may be wrong by the same relative amount \(\delta\), in the unfavourable direction. A read voltage survives if \(V\ge V_{\rm lo}(1+\delta)\) and \(V<V_{\rm hi}(1-\delta)\). Raising \(V\) improves the first margin and reduces the second, so the smaller margin is largest when they are equal:

\[
V_{\rm lo}(1+\delta)=V_{\rm hi}(1-\delta)
\quad\Rightarrow\quad
\delta=\frac{V_{\rm hi}-V_{\rm lo}}{V_{\rm hi}+V_{\rm lo}}.
\]

Then \(1+\delta=2V_{\rm hi}/(V_{\rm hi}+V_{\rm lo})\), and the read voltage is

\[
V_R=V_{\rm lo}(1+\delta)=\frac{2V_{\rm lo}V_{\rm hi}}{V_{\rm lo}+V_{\rm hi}}. \tag{12}
\]

### Worked example

Take \(V_{\rm set}=1.00\) V, \(V_c=0.55\) V, \(V_{\rm reset}=0.80\) V, \(R_L=10\) kΩ, \(R_H=1000\) kΩ, \(N=100\) and \(r_w=5\) Ω. Then \(R_{s,\max}=2\times100\times5\ \Omega=1.0\) kΩ. For the farthest device,

\[
\begin{aligned}
V_{\rm start}&=1.00\,(1+11/1000)=1.011\ \text{V},\\
V_{\rm full}&=0.55\,(2+1/10)=1.155\ \text{V},\\
V_{\rm up}&=0.80\,(2+1/10)=1.680\ \text{V}.
\end{aligned}
\]

Completion, not onset, sets the lower bound. The nearest device has the upper bound \(2\times0.80=1.600\) V. The common interval is therefore 1.155 V to 1.600 V, and

\[
V_R=\frac{2\times1.155\times1.600}{1.155+1.600}=1.342\ \text{V},\qquad
\delta=\frac{0.445}{2.755}=16.2\,\%.
\]

In the nearest device each cell takes half of \(V_R\) in ON, about 0.67 V. This is below 0.80 V and explains the first fact of the opening.

At the farthest device, ON carries \(1.342\ \text{V}/21\ \text{k}\Omega=63.9\) µA. State 1 carries \(1.342\ \text{V}/1011\ \text{k}\Omega=1.33\) µA. The ratio is 48 for ohmic cells.

### Half-selection and write-back

In the half-voltage scheme, the selected lines are held at \(+V/2\) and \(-V/2\) and all others at zero. The selected device sees \(V\). Every other device on a selected line sees \(V/2\), with the same sign.

**Proposition 2.** Let \(V_{\rm set}R_L/R_H<V_{\rm reset}\). Under the sharp-threshold rules, for matched cells and without leakage, half-selected devices in state 0 or 1 are undisturbed if \(|V|/2<V_{\rm start}(R_s=0)\). A pulse \(-V_w\) restores state 0 from ON at every device if \(V_w\ge V_{\rm up}(R_{s,\max})\).

*Proof.* For positive voltage, state 1 is inert. In state 0, A does not begin to set below \(V_{\rm start}\), which is smallest at \(R_s=0\). The low cell B sees \(R_L/R_H\) times the voltage of A, hence less than \(V_{\rm set}R_L/R_H\), and does not reset. For negative voltage the cells exchange roles, and so do states 0 and 1. For the write-back, the same exchange turns the reset of B into a reset of A. It begins for \(V_w\ge V_{\rm up}\) and runs to \(R_H\), while B is driven towards SET and stays low. The result is (high, low), which is state 0. ∎

The write voltage must therefore satisfy

\[
V_{\rm up}(R_{s,\max})\le V_w<2V_{\rm start}(R_s=0). \tag{13}
\]

In the example \(V_{\rm start}(0)=1.00(1+10/1000)=1.010\) V, and the interval is 1.680 V to 2.020 V. Its midpoint is \(V_w=1.850\) V. The read voltage satisfies the half-selection condition too, since \(1.342<2.020\).

To write state 1 into a device of unknown state, apply \(+V_R\) and then \(+V_w\). The first pulse turns state 0 into ON and leaves state 1 alone; the second turns ON into state 1. Opposite signs write state 0. A single pulse \(+V_w\) on state 0 can give a worse result. Above \(V_{\rm up}\), cell B begins to reset before A has reached \(R_L\). If B resets fast enough, the voltage of A falls below \(V_c\) while A is still setting, and A is left short of \(R_L\). Whether this happens depends on the relative speeds of SET and RESET, which the rules leave open.

### Leakage along the selected lines

Each selected line feeds \(N-1\) half-selected devices. Let \(R_T\) be the resistance of one of them at \(V/2\), and treat the unselected lines as ideal grounds.

To leading order in the leakage, each such device draws \(V/(2R_T)\). The device at distance \(k\) pitches from the driver draws its current through \(k\) wire segments. With the selected device taken out, this lowers the voltage at the far end by \(kr_wV/(2R_T)\). The sum on one line is

\[
\frac{r_wV}{2R_T}\sum_{k=1}^{N-1}k=\frac{r_wV}{2R_T}\,\frac{N(N-1)}{2}.
\]

The other selected line loses the same amount. Together,

\[
\Delta V\simeq V\,\frac{r_wN(N-1)}{2R_T}. \tag{14}
\]

This is the loss of the equivalent source that feeds the selected device. Leakage makes its source resistance slightly smaller than \(2Nr_w\); it is taken here as \(R_s=2Nr_w\), so \(V-\Delta V\) is the voltage to compare with the safe interval. The estimate is on the high side, because the actual voltages along the line are below \(V/2\) and draw less current.

The value of \(R_T\) calls for a more realistic high-resistance cell. Let its current be

\[
I_H(v)=\frac{V_0}{R_H}\sinh\frac{v}{V_0},\qquad V_0=0.40\ \text{V}, \tag{15}
\]

which has resistance \(R_H\) at small voltage and conducts better at large voltage. Solving \(v+R_LI_H(v)=V_R/2\) numerically gives \(R_T=(V_R/2)/I_H=667\) kΩ. Equation (14) then yields

\[
\Delta V\simeq1.342\ \text{V}\times\frac{5\times100\times99}{2\times667\,000}\approx50\ \text{mV}.
\]

A numerical solution of Kirchhoff's current law at all nodes of the line, with each half-selected device represented by \(R_T\), gives 48 mV with the selected device taken out, and 47 mV with that device in ON and the loss referred to a source behind \(2Nr_w\). The farthest device is thus read at an equivalent 1.295 V, still above 1.155 V.

The array size at this fixed \(V_R\), with \(R_T\) also held fixed, is limited by

\[
V_R-\Delta V\ge V_c\left(2+\frac{2Nr_w}{R_L}\right).
\]

With (14) the largest whole number that satisfies this is \(N=171\); the nodal solution allows 181. The difference has the expected sign, since (14) overstates the loss. Either number leaves no margin for variation among cells, and both concern the read alone. The write-back sets a tighter limit: with the conduction law (15) for the half-selected devices, \(V_w=1.850\) V restores state 0 at the far end only up to \(N=136\), and \(N=181\) would need about 2.00 V, close to the upper end of interval (13).

Leakage also reaches the sense circuit. Each half-selected device draws \(0.671\ \text{V}/667\ \text{k}\Omega\), about 1 µA, so that 99 of them draw more than the 63.9 µA of the signal. For matched cells with odd curves and given line voltages, this background does not depend on the bits stored in the half-selected devices, by Lemma 1, so most of it can be subtracted. The subtraction is not exact. The current of the selected device lowers the voltages along the lines, and with them the leakage, so the background depends somewhat on the bit being read. Mismatch adds a further error.

### What nonlinear conduction changes

With \(I_H\) in place of an ohmic high cell, the onset condition is that A carries \(V_{\rm set}\) while its current flows through B and the wires:

\[
V_{\rm start}=V_{\rm set}+(R_L+R_s)I_H(V_{\rm set}). \tag{16}
\]

For the farthest device this is 1.027 V, compared with 1.011 V for ohmic cells. It remains below \(V_{\rm full}\), which does not contain \(R_H\), and so the safe interval does not move.

The read contrast changes much more. In state 1 the high cell takes most of \(V_R\). The numerical solution of \(v+(R_L+R_s)I_H(v)=V_R\) gives 4.98 µA instead of 1.33 µA, and the current ratio falls from 48 to 13. A voltage can thus be safe for the stored states and yet give a poor signal, if the high-resistance cell is strongly nonlinear.

### Unequal low resistances

Let \(L_A=9\) kΩ and \(L_B=11\) kΩ, which is 10 % below and above 10 kΩ. For the farthest device, the general formulas of Part I give

\[
V_{\rm full}=0.55\left(1+\frac{11+1}{9}\right)=1.283\ \text{V},\qquad
V_{\rm up}=0.80\left(1+\frac{9+1}{11}\right)=1.527\ \text{V}.
\]

The matched pair had 1.155 V and 1.680 V. The leakage-corrected 1.295 V now exceeds the lower bound by only about 0.01 V. At the near end the upper bound is still respected, since \(0.80\,(1+9/11)>1.342\). A mismatch of this size nearly uses up the margin on the low side. It also defeats the write-back at the far end: to reset A from ON, the pulse \(-V_w\) needs \(V_w\ge0.80\,(1+(11+1)/9)=1.867\) V, slightly more than the 1.850 V chosen above, so the write voltage would have to be raised. Leakage along the lines raises the need further, to about 1.96 V with the conduction law (15), towards the upper end of interval (13). The opposite mismatch, \(L_A=11\) kΩ and \(L_B=9\) kΩ, leaves more room for the read, but it raises \(V_{\rm up}\) at the far end to \(0.80\,(1+(11+1)/9)=1.867\) V, so that \(+V_w=1.850\) V no longer writes state 1 there. The ratio \(L_B/L_A\) should therefore be kept close to 1.

### Slow switching below the threshold

A sharp threshold stands for a process that becomes very slow at lower voltage. Suppose the rate is proportional to \(\sinh(v/v_0)\), the form known from field-driven ion hopping, with \(v_0\) as an effective parameter. For \(v\gg v_0\) this is nearly \(\tfrac12e^{v/v_0}\), so the switching time varies as \(e^{-v/v_0}\). It grows tenfold when \(v\) is lowered by \(s=v_0\ln10\).

Define \(V_{\rm set}\) as the voltage at which one pulse of the standard length just starts the SET. If progress accumulates from pulse to pulse without recovery, the number of pulses that disturbs a cell at voltage \(v\) is

\[
n\simeq10^{(V_{\rm set}-v)/s}. \tag{17}
\]

Take \(s=60\) mV per decade as an assumed effective slope. Simple hopping would not give so steep a law: for charge \(2e\), a hop length of 0.3 nm with the barrier midway, and a uniform field across a 5 nm gap at room temperature, \(v_0\approx0.43\) V and \(s\approx1\) V per decade. A steeper slope needs a further cause. Local heating can steepen it, but whether it accounts for 60 mV per decade is not shown here. In state 0 the high cell receives the fraction \(R_H/(R_H+R_L)=1000/1010\) of the device voltage, with \(R_s=0\) and ohmic cells. The results are

- half-selected during reads, at \(V_R/2\): \(n\approx4\times10^5\);
- half-selected during writes, at \(V_w/2\): \(n\approx25\).

The second number shows the weakness of interval (13). Under sharp thresholds 1.850 V lies in the middle of the permitted range, yet with this rate law about 25 exposures can start the SET of the high cell and take the pair out of its stored state.

A third-voltage scheme reduces the stress. The selected lines are held at \(V\) and 0. Unselected lines parallel to the first are held at \(V/3\), and those parallel to the second at \(2V/3\). The unselected devices then see \(V-2V/3=V/3\), \(V/3-0=V/3\) or \(V/3-2V/3=-V/3\). At \(V_w/3\), equation (17) gives \(n\approx3\times10^6\) exposures. The price is that each write exposes every other device in the array, not just those on the two selected lines.

The upper read bound depends on time as well. In the nearest device in ON, cell B sees \(V_R/2\), which is 0.129 V below \(V_{\rm reset}\). If RESET has the same \(s\), a read pulse about \(10^{0.129/0.060}\approx140\) times longer than the standard pulse begins to reset B. A safe interval is therefore tied to a pulse length.

### Field and heating

In state 1 the high cell carries nearly the whole applied voltage. For an insulating gap of 5 nm and an assumed strength of 5.0 MV/cm, the cell withstands 2.5 V. With \(R_s=0\) and ohmic division the device limit is \(2.5\,(1+10/1000)=2.525\) V. The fields are 2.66 MV/cm during a read and 3.66 MV/cm during a write. With this gap, breakdown does not limit the example, but the write field is a large part of the assumed strength, and gradual damage is outside the model. The conclusion depends on the gap: at 3 nm the same write voltage would give 6.1 MV/cm, which is above the assumed strength, and at 2 nm the read voltage alone would give 6.6 MV/cm.

A conducting cell is heated. In the nearest device, each cell in ON dissipates \(P=(V_R/2)^2/R_L=45\) µW. Let this power be spread uniformly over a filament of length \(\ell\) and cross-section \(A_f\), with thermal conductivity \(\kappa\), cooled only at its ends. The temperature rise \(\theta\) obeys \(\kappa\theta''=-P/(A_f\ell)\) with \(\theta=0\) at both ends. Two integrations give

\[
\theta(x)=\frac{P\,x(\ell-x)}{2\kappa A_f\ell},\qquad
\theta(\ell/2)=\frac{P\ell}{8\kappa A_f}. \tag{18}
\]

For radius 3 nm, \(\ell=5\) nm and \(\kappa=3\) W/(m K), the peak rise during a read is about 330 K. At the start of a write from ON, with 1.850 V on the device, it is about 630 K, since \(P\) grows as the square of the voltage. Both values scale as \(1/\kappa\), and the value of \(\kappa\) is uncertain: the resistivity implied by these dimensions gives an electronic part of about 0.3 W/(m K) by the Wiedemann–Franz law, and with \(\kappa=1\) W/(m K) the rise during a read would be about 1000 K. Heat loss through the sides would lower both values; warming of the electrodes, taken here to stay at ambient temperature, would raise them. A rise of this order means that \(V_{\rm reset}\) is not a constant independent of conditions: it has to be measured with a comparable current, pulse length and ambient temperature.

### What the example shows

The switching voltages, resistances and filament dimensions of the example are round assumptions, and so are \(V_0\), \(s\), \(\kappa\) and the 10 % deviation of the low resistances. Two departures from matched cells with sharp thresholds were sized: unequal low resistances and slow switching. For the numbers used here, unequal cells shrink the far-end interval from 1.155–1.680 V to 1.283–1.527 V, and slow switching makes half-voltage writing unsafe after a few tens of exposures (about 25 for ohmic cells, about 37 with the conduction law (15)). The rule \(V_{\rm set}<V<2V_{\rm reset}\) is thus a starting point for matched cells with low wire resistance, a large resistance ratio, easy completion of SET, a fixed pulse length and a fixed lower end of the resistance. Without that lower end, the upper bound of the example falls from 1.600 V to \(V_c+V_{\rm reset}=1.35\) V, barely above the read voltage.

All numerical values are calculated from the stated model.
